Eliminating the Substrate from a Harmonic Model of a Strained Island

When a film whose natural lattice spacing exceeds that of its substrate gathers into islands, the upper part of each island can expand sideways and release strain energy. A growth simulation that moves atoms one at a time needs this energy again for each new island shape. The island may hold a few dozen atoms, but it deforms a much larger volume of substrate, so most of the unknowns belong to atoms that never hop. The question is how to remove them without changing the answer.

**The model and its energy**

Take a two-dimensional square lattice of spacing a, with x along the surface and y along its normal. Nearest neighbours are joined by springs k1 and diagonal neighbours by springs k2, the same in film and substrate. The substrate is periodic in x and rests on a held row. The island is coherent: each atom keeps the neighbours it has on the substrate lattice. Displacements u are measured from that lattice.

A bond from atom i to atom j has reference length L and unit vector n. With d = u_j − u_i, its length is

|Ln + d| = L + n·d + terms of second order in d.

Let its natural length be L + l, with l = εsL. Here ε is the misfit, and s is 1 for film bonds, ½ for bonds between film and substrate, and 0 for substrate bonds. The value ½ is a modelling choice; using 1 instead would raise the relaxed energy of the example below by 17%. Keeping the linear extension gives the bond energy

½k(n·d − l)² = ½k(n·d)² − kl n·d + ½kl².

The first term contributes to a stiffness matrix K. The second is a force +kln on j and −kln on i, collected in a vector f. The third adds up to the energy E0 of the undisplaced lattice. Hence

E(u) = E0 − fᵀu + ½uᵀKu.

K is positive definite if no nonzero displacement leaves all bonds unstretched. Each atom of the first mobile row has a vertical and two diagonal bonds to the held row, so both its components must vanish. The argument repeats upward. It needs only two bonds of different direction to atoms below, which every atom in the two islands treated here has. An atom without such support needs separate examination, since a loose one would make K singular.

The example uses a = 0.27 nm, ε = 0.04, k1 = 200 eV/nm² and k2 = 100 eV/nm². The substrate has 48 columns and 24 mobile rows; the island has rows of 12, 10, 8 and 6 atoms. Energies refer to one atomic sheet.

**First attempt: freeze the substrate**

Split u into island and substrate parts, u_I and u_S. The simplest reduction sets u_S = 0 and minimises

E0 − f_Iᵀu_I + ½u_IᵀK_II u_I.

This is a constrained minimum, so it cannot lie below the true one. It gives 0.2307 eV, whereas relaxing all atoms gives 0.1364 eV. The frozen result is 69% too high relative to the full one. The substrate is part of the relaxation: its surface stretches by 0.94% on average beneath the island.

**Second attempt: correct only the stiffness**

The substrate must therefore yield. For a given u_I, the terms containing u_S are

−hᵀu_S + ½u_SᵀK_SS u_S, with h = f_S − K_SI u_I.

K_SS is positive definite because it is a diagonal block of K. Completing the square gives

½(u_S − K_SS⁻¹h)ᵀK_SS(u_S − K_SS⁻¹h) − ½hᵀK_SS⁻¹h.

The first term is never negative and vanishes at

u_S = K_SS⁻¹(f_S − K_SI u_I).

Expand what remains, using K_IS = K_SIᵀ:

−½hᵀK_SS⁻¹h = −½f_SᵀK_SS⁻¹f_S + u_IᵀK_IS K_SS⁻¹f_S − ½u_IᵀK_IS K_SS⁻¹K_SI u_I.

The last term softens the island's stiffness matrix to the Schur complement

Σ = K_II − K_IS K_SS⁻¹K_SI.

It is tempting to stop here and minimise with Σ in place of K_II, keeping f_I and E0. The result is −1.286 eV. That is impossible, because the energy is a sum of squares. The largest error in a displacement component is 0.105 nm, although the largest true component is only 0.055 nm.

The missing item is f_S. A film–substrate bond that wants to be longer pushes the island up and the substrate down. For each base atom, the vertical bond supplies an upward force k1εa/2. Each diagonal bond has excess √2εa/2 and a vertical direction component 1/√2, so it supplies k2εa/2. The sum for twelve base atoms is

12 × 0.0054 nm × (200 + 2 × 100) eV/nm² = 25.9 eV/nm.

Without f_S nothing balances this force, and the island pulls the whole substrate upward. Averaged over a row, the horizontal contributions of the two diagonals cancel, and each gap between rows has vertical stiffness k1 + k2 per column. The mean surface displacement is then

25.9 × 24 / (48 × 300) nm = 0.043 nm.

In the correct problem the net force is zero, and so is this mean. The error thus includes a spurious lift that grows in proportion to substrate depth at fixed period. It is not the whole error: the island's mean vertical error is 0.100 nm, and the remainder is a local bulge under the unbalanced load that changes little with further depth.

**The consistent reduction**

Collecting all powers of u_I gives

E_red(u_I) = c − gᵀu_I + ½u_IᵀΣu_I,

g = f_I − K_IS K_SS⁻¹f_S,

c = E0 − ½f_SᵀK_SS⁻¹f_S.

The quantity ½vᵀΣv is the minimum of ½uᵀKu over u_S at u_I = v, so Σ is positive definite. Setting the gradient of E_red to zero gives

Σu_I = g, E_min = c − ½gᵀΣ⁻¹g.

Minimising first over u_S and then over u_I is the same as minimising over both. Since the minimum is unique, the island displacements agree as well as the energies. Nothing has been approximated beyond the harmonic model itself.

The numbers can be followed from the beginning. At zero displacement every film spring is compressed, and one between nearest neighbours costs ½ × 200 × 0.0108² = 0.011664 eV. A diagonal film spring costs the same, because its halved stiffness compensates its doubled squared length. The island has 32 lateral, 24 vertical and 48 diagonal film bonds. It also has 36 contact bonds, each costing one quarter as much:

E0 = (104 + 36/4) × 0.011664 eV = 1.31803 eV.

Eliminating the substrate lowers the constant to c = 1.23113 eV. Relaxing the island removes a further 1.09476 eV and leaves 0.13637 eV. A direct solution with all 2376 unknowns, its energy summed bond by bond, agrees with the 72-unknown result to 2 × 10⁻¹⁵ eV. The island displacements agree to 2 × 10⁻¹⁶ nm.

Agreement at one point would not test the whole function E_red. A second test imposed random island displacements, with standard deviation 0.01 nm per component, and relaxed only the substrate. Both routes gave 3.16223675 eV.

**Making the elimination reusable**

One difficulty remains. K_SS contains the stiffness of the contact bonds, so it changes when the island's base changes. Eliminating the substrate afresh for each base would waste much of the gain. The remedy is to separate the bare substrate from the contact.

Let T_n be the stiffness felt by the top row of a bare substrate of n mobile rows, after all deeper rows have relaxed. Let H describe the lateral springs in one row. Let D be the stiffness that one gap adds to each adjoining row, and let −C couple the lower row to the upper. The two diagonal directions satisfy n₊n₊ᵀ + n₋n₋ᵀ = 1, so D has the entries k2 for x and k1 + k2 for y on each atom. Since the row below the first is held,

T₁ = H + D.

Add a row with displacements y above a row with displacements x. The energy is

½xᵀ(T_n + D)x − xᵀCy + ½yᵀ(H + D)y.

Its minimum over x lies at x = (T_n + D)⁻¹Cy. Substitution gives

T_{n+1} = H + D − Cᵀ(T_n + D)⁻¹C.

No force appears, because bare substrate bonds have l = 0. After the last row, call the result T. It depends on the springs, period and depth, but not on the island. Here it is a 96 × 96 matrix.

Contact bonds reach only the surface row t. They add a stiffness D_t, a coupling K_tI and a force f_t. Repeating the earlier elimination for this single row gives

Σ = K_II − K_It(T + D_t)⁻¹K_tI,

g = f_I − K_It(T + D_t)⁻¹f_t,

c = E0 − ½f_tᵀ(T + D_t)⁻¹f_t.

Only the base row of the island has nonzero entries in K_It. The correction therefore fills only the block belonging to the 12 base atoms, and its rank cannot exceed 24; the computed rank is 24. Higher rows keep their sparse, short-range matrix. The dense block grows with the base, while the work of computing T is shared among all the shapes that reuse it.

**What the relaxed island shows**

Define a row's mean strain as the change in distance between its end atoms divided by their original distance. A fully relaxed row would show 4%. From base to top the values are 2.07, 2.88, 3.46 and 3.90%, so the top row is almost free.

A flat film provides the opposite limit. For uniform strains e_xx and e_yy without shear, summing the springs gives the energy per atom

a²[½C11(e_xx² + e_yy²) + C12e_xx e_yy], C11 = k1 + k2, C12 = k2.

Measured from the film's natural lattice, coherence requires e_xx = −ε, while e_yy is free. Its minimum is e_yy = C12ε/C11, so

w = ½a²ε²(C11 − C12²/C11) = 15.55 meV.

The atomistic energy of one added flat layer gives the same value per atom. At this rate 36 atoms would store 0.560 eV; the island stores 24% of that.

**A second shape, and heat**

A block of three rows of 12 atoms has the same atom number and the same base, and it reuses T. Its energy is 0.13675 eV, only 0.4 meV above the stepped island. This small difference does not settle which shape is favoured.

The reduced matrix also describes classical thermal motion. Solve K(x_I, x_S) = (b, 0). The second row gives x_S = −K_SS⁻¹K_SI x_I, and the first then becomes Σx_I = b. Hence

(K⁻¹)_II = Σ⁻¹.

Shifting u_S by K_SS⁻¹K_SI u_I has unit determinant and separates the quadratic form, so

det K = det K_SS det Σ.

The Gaussian integral over positions contributes ½kT ln det K to the free energy. For equal atoms and equal bases, K_SS cancels between two shapes. At 800 K, kT = 0.0689 eV, and the stepped island exceeds the block by

½ × 0.0689 × 2.415 eV = 0.083 eV.

With true bond lengths, the stiffness at the strained minimum gives 0.085 eV instead. Either value is about two hundred times the difference in strain energy, with the opposite sign. The stepped island also has four more diagonal bonds and one fewer nearest-neighbour bond than the block; their binding energies are absent here. A preference between these shapes therefore cannot be read from elastic energy alone.

**How far the harmonic number can be trusted**

The linear extension omits the bond rotation term d⊥²/(2L), where d⊥ is the part of d normal to the bond. Since d is proportional to ε, its leading effect on the energy is of order ε³, a relative change of order ε. Minimising with true bond lengths changes the energy by −1.7%; at one tenth of the misfit the change is −0.17%.

Real bonds also stiffen when compressed. Replacing the springs by Morse bonds of equal initial stiffness and a rough inverse width of 15 nm⁻¹, again with true lengths, gives a total change of +2.9%. Both corrections exceed the difference between the two shapes, but they are nearly the same for the block, which stays 0.3 to 0.4 meV higher in either case.

The finite cell matters less. The misfit forces balance, so the island acts at long range as a force dipole, whose strain falls as 1/r² in two dimensions. Enlarging period and depth together by a factor m should then leave an error proportional to 1/m². Successive doublings change the energy in the ratio 4.1, close to the expected 4. Extrapolation gives 0.1347 eV, so the original cell is about 1.2% too high.

Heat strains the small-displacement assumption more. The rms thermal change in length of a central top-row bond is 0.016 nm, against a misfit excess of 0.011 nm. In a harmonic model this does not shift the mean positions. In real bonds it brings thermal expansion and softening, which have not been sized here.

**Beside germanium on silicon**

The misfit is close to that of germanium on silicon. Dividing by the sheet thickness a gives C11 = 178 GPa and C12 = 59 GPa. These are near silicon's values, but the shear constant C44 = k2/a = 59 GPa lies below silicon's value of about 80 GPa, and the sheet is elastically isotropic, which neither crystal is. Germanium's C11 is only about 129 GPa, so the model film is stiffer in stretching than a germanium one. The island is far smaller than typical germanium islands, which are tens of nanometres wide: its base is about 3 nm. Its 45° sides are steep compared with the shallow facets of small germanium islands, and it has no wetting layer.

A large omission is mismatch in the third direction. Take a flat film of a cubic crystal with the same C11 and C12, and let both in-plane strains equal −ε. Minimising over the normal strain gives, per atom,

w₃ = a²ε²(C11 + C12 − 2C12²/C11) = 2.5w.

The sheet energy must therefore not be multiplied by a width and used as the energy of a three-dimensional island. Intermixing acts the other way. Within the harmonic model E_min is proportional to ε², because f is proportional to ε and E0 to ε². An island diluted uniformly to half the misfit would store one quarter of the energy, 0.034 eV.

Coherence sets a further limit. The mismatch accumulated across the base is 12 × 0.04 = 0.48 lattice spacings. Removing one spacing with a dislocation would leave 0.52 of the opposite sign, which is no geometrical gain. Beyond 1/(2ε) = 12.5 atoms the balance reverses. This is a geometrical count, not an energy threshold: it ignores the dislocation's core energy and elastic field, the barrier to forming it, and the relaxation the island has already achieved. In the spring model, slipping the contact bonds of half the base by one spacing costs 0.7 to 1.7 eV at a 12-atom base, depending on whether the slip is spread over four atoms or abrupt. For stepped islands of similar proportions it lowers the energy only once the base lies somewhere between 24 and 60 atoms. For such bases the reduction remains correct algebra, but the coherent state it describes may no longer be the lowest one. The remaining values are in the numerical output.

Computed results

```
lattice spacing a = 0.27 nm; misfit = 0.04
springs k1, k2 = 200.0 100.0 eV/nm^2
C11, C12 = 178, 59 GPa
substrate columns, mobile rows = 48 24
island rows (atoms) = (12, 10, 8, 6)  total = 36
unknowns, full and reduced = 2376 72
rank of substrate correction = 24
energy of undisplaced lattice E0 = 1.318032 eV
constant c after elimination = 1.231129 eV
relaxed energy, full = 0.136373734 eV
relaxed energy, reduced = 0.136373734 eV
energy difference = 2.2e-15 eV
largest island displacement difference = 2.0e-16 nm
largest surface-row difference = 2.0e-16 nm
largest island displacement component = 0.05487 nm
imposed displacement, full energy = 3.16223675 eV
imposed displacement, reduced energy = 3.16223675 eV
frozen substrate energy = 0.230682 eV
energy with substrate force omitted = -1.285917 eV
displacement error from that omission = 0.10524 nm
row strains, base to top = 2.073, 2.877, 3.462, 3.897 %
substrate surface strain under island = 0.944 %
most compressed bond = -3.30 %
most stretched bond = 1.31 %
flat film energy per atom, atomistic = 15.5520 meV
flat film energy per atom, formula = 15.5520 meV
36 atoms at flat-film energy = 0.55987 eV
12 x 3 block, reduced energy = 0.136754 eV
12 x 3 block, full energy = 0.136754 eV
true bond lengths, energy = 0.134044 eV
  change from harmonic = -1.71 %
  change at one tenth of the misfit = -0.172 %
Morse inverse width = 15.0 1/nm
Morse bonds, energy = 0.140307 eV
  change from harmonic = 2.88 %
energy for cell x1, x2, x4 = 0.136374, 0.135122, 0.134817 eV
ratio of successive changes = 4.11
extrapolated to a large cell = 0.134715 eV
temperature = 800 K; kT = 0.06894 eV
thermal rms length change, top bond = 0.01615 nm
natural excess of a film bond = 0.01080 nm
ln det Sigma, pyramid minus block = 2.41531
ln det K, pyramid minus block = 2.41531
vibrational free energy difference = 0.08325 eV
flat film, biaxial / in-plane energy = 2.500
mismatch across base = 0.48 lattice spacings
```
